# Mesh Spacing in Heavily Doped Silicon and the Degenerate Correction

## Problem

A Poisson–Schrödinger solver is to treat a 20 nm layer of n-type silicon with donor density $N_D=10^{20}\ \mathrm{cm^{-3}}$ at $T=300$ K. The mesh rule is ten intervals per nondegenerate Debye length.

(a) Find the mesh spacing.

(b) Replace Boltzmann by Fermi–Dirac statistics. Find the corrected screening length and the spacing that puts ten intervals in it.

(c) Find the discretization error that ten intervals leave, and decide whether the spacing of (a) should be kept.

Take every donor as active, so the neutral bulk has electron density $n=N_D$, and ignore holes. The conduction band has six parabolic ellipsoidal valleys. Rough typical parameters are: relative permittivity 11.7, longitudinal mass $m_l=0.92\,m_0$ and transverse mass $m_t=0.19\,m_0$, where $m_0$ is the free-electron mass.

## Hints

1. Measure the potential $\phi$ from the neutral bulk and expand the electron density to first order in $\phi$. The derivative $dn/d\mu$, with $\mu$ the Fermi level above the band edge, sets the screening length.
2. Statistics enter through $dn/d\mu$ alone. Integrating by parts turns the derivative of one Fermi–Dirac integral into another.
3. On a uniform mesh, try $\phi_j=e^{-\kappa jh}$ in the three-point form of the linearized equation.

## Solution

### The local screening length

An electron has potential energy $-e\phi$, so a positive $\phi$ lowers the local band edge and raises the density. In the local approximation the density at each point is that of a uniform gas with Fermi level $\mu+e\phi$. The charge density is $e[n-n(\mu+e\phi)]$, and Poisson's equation reads

$$\phi''=\frac{e}{\varepsilon}\,[n(\mu+e\phi)-n]\simeq\frac{e^2}{\varepsilon}\frac{dn}{d\mu}\,\phi .$$

The solution that decays into the bulk is $e^{-x/L}$, with

$$L^2=\frac{\varepsilon}{e^2\,dn/d\mu}.$$

### (a) The nondegenerate spacing

With Boltzmann statistics $n\propto e^{\mu/kT}$, so $dn/d\mu=n/kT$ and

$$L_D=\sqrt{\frac{\varepsilon kT}{e^2n}} .$$

Here $\varepsilon=11.7\,\varepsilon_0=1.036\times10^{-10}$ F/m, $kT/e=0.02585$ V and $en=1.602\times10^{7}\ \mathrm{C/m^3}$. Hence

$$L_D^2=\frac{(1.036\times10^{-10})(0.02585)}{1.602\times10^{7}}\ \mathrm{m^2}=1.67\times10^{-19}\ \mathrm{m^2},$$

so $L_D=0.409$ nm. The requested spacing is

$$h=\frac{L_D}{10}=0.0409\ \mathrm{nm}.$$

### (b) The degenerate correction

Rescaling the three wave-vector components turns each ellipsoid into a sphere. With two spins and six valleys, the density of states per unit volume is

$$D(E)=\frac{1}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\sqrt E,\qquad m_d=(36\,m_lm_t^2)^{1/3}=1.06\,m_0 .$$

The factor 36 is $6^2$: the valley number multiplies $D$, and $D\propto m_d^{3/2}$.

Define $\eta=\mu/kT$ and

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .$$

Putting $E=xkT$ and using $\Gamma(3/2)=\sqrt\pi/2$ gives

$$n=N_cF_{1/2}(\eta),\qquad N_c=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}=2.74\times10^{19}\ \mathrm{cm^{-3}} .$$

Boltzmann statistics need $n\ll N_c$. Here $n/N_c=3.64$, so they do not apply.

For the derivative, write $f=1/(1+e^{x-\eta})$. Since $\partial f/\partial\eta=-\partial f/\partial x$,

$$\frac{dF_{1/2}}{d\eta}=-\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,\frac{\partial f}{\partial x}\,dx
=\frac{1}{\sqrt\pi}\int_0^\infty\frac{f}{\sqrt x}\,dx=F_{-1/2}.$$

The boundary term $\sqrt x f$ vanishes at both ends, and $\Gamma(1/2)=\sqrt\pi$ supplies the normalization. Therefore $dn/d\mu=N_cF_{-1/2}/kT=(n/kT)\,F_{-1/2}/F_{1/2}$, and

$$L=L_D\sqrt{\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}} .$$

Solving $F_{1/2}(\eta)=3.644$ numerically, with the integral done by quadrature, gives $\eta=2.52$. The Fermi level lies 0.065 eV above the band edge. At this $\eta$, $F_{-1/2}=1.675$, so

$$\frac{L}{L_D}=\sqrt{\frac{3.644}{1.675}}=1.475,\qquad L=0.603\ \mathrm{nm},\qquad \frac{L}{10}=0.0603\ \mathrm{nm}.$$

The correction lengthens $L$ because the Pauli principle makes the gas stiffer. States well below the Fermi level are already full, so a given potential changes the density by less than Boltzmann statistics predict.

Two limits show how the correction behaves.

**Low density.** With $z=e^\eta\ll1$, expand $f=ze^{-x}-z^2e^{-2x}+\dots$. Integration gives $F_{1/2}=z-z^2/2^{3/2}$ and $F_{-1/2}=z-z^2/2^{1/2}$, so

$$\frac{L^2}{L_D^2}\simeq1+z\left(\frac1{\sqrt2}-\frac1{2\sqrt2}\right)\simeq1+\frac{n}{\sqrt8\,N_c}.$$

The correction disappears in the dilute gas, as it must.

**Low temperature.** Now $f$ is a step at $x=\eta$. Then $F_{1/2}=4\eta^{3/2}/(3\sqrt\pi)$ and $F_{-1/2}=2\eta^{1/2}/\sqrt\pi$, whose ratio is $2\eta/3$. With $\eta=E_F/kT$, the temperature cancels:

$$L^2\to\frac{2\varepsilon E_F}{3e^2n},\qquad E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m_d}.$$

This Thomas–Fermi length is 0.565 nm here, not far below the 300 K value. By contrast, $L_D\propto\sqrt T$ tends to zero. At low temperature the nondegenerate rule would demand an ever finer mesh for a length that has stopped shrinking.

### (c) What ten intervals buy

On the mesh, the linearized equation is

$$\phi_{j+1}-2\phi_j+\phi_{j-1}=\frac{h^2}{L^2}\phi_j .$$

Inserting $\phi_j=e^{-\kappa jh}$ gives $2\cosh\kappa h-2=h^2/L^2$. The left side equals $4\sinh^2(\kappa h/2)$, so

$$\kappa=\frac2h\,\mathrm{arsinh}\frac{h}{2L}\simeq\frac1L\left(1-\frac{h^2}{24L^2}\right),$$

where $\mathrm{arsinh}\,y\simeq y-y^3/6$ was used. The mesh makes the decay length too long by the fraction $h^2/(24L^2)$. Ten intervals per $L$ leave $1/2400$, or 0.04%. The spacing of (a) puts 14.75 intervals in the true $L$ and leaves 0.02%.

The Schrödinger equation sets its own demand. For a wave of wave number $k$, the three-point second difference replaces $k^2$ by

$$\frac{2(1-\cos kh)}{h^2}\simeq k^2\left(1-\frac{k^2h^2}{12}\right).$$

The shortest waves that matter belong to the heavy mass $m_l$. At $4kT$ above the Fermi level, where the occupation is about $e^{-4}$, the nearest standing wave in a 20 nm box is the thirteenth, with $k=13\pi/(20\ \mathrm{nm})=2.04\ \mathrm{nm^{-1}}$. Its kinetic energy is too low by 0.06% for $h=0.0409$ nm and by 0.13% for $h=0.0603$ nm.

The layer needs 490 intervals at the first spacing and 332 at the second. The spacing of (a) is therefore safe but finer than the ten-interval rule requires. It need not be kept: it costs extra nodes, and $L/10$ is already adequate. Keeping Boltzmann statistics in the solver is a different matter: in the local model the screening length would be 0.409 nm instead of 0.603 nm, and no refinement of the mesh would repair that.

### Beside a real layer

Densities near $10^{20}\ \mathrm{cm^{-3}}$ are typical of heavily doped sources, drains and polysilicon gates. In such layers some donors may be inactive. If 80% are active, the same calculation gives $L=0.639$ nm. Temperature matters less: at fixed density, $L$ is 0.591 nm at 250 K and 0.631 nm at 400 K. Real bands are not parabolic. Replacing $E$ by $E(1+\alpha E)$ in the dispersion, with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, changes the density of states from $\sqrt E$ to $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$. Solving again at fixed $n$ gives 0.585 nm.

Exchange acts in the same direction. For a rough size, take unscreened exchange at zero temperature in six spherical valleys with $k_F=(3\pi^2n/6)^{1/3}$. An electron at the Fermi surface is lowered by its exchange with the occupied states of its own spin and valley:

$$\mu_x=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{e^2}{\varepsilon|\mathbf k_F-\mathbf k'|^2}
=-\frac{e^2k_F}{4\pi^2\varepsilon}\int_0^1 y\ln\frac{1+y}{1-y}\,dy .$$

The last integral is 1, by parts, so $\mu_x=-0.031$ eV. Because $\mu_x\propto n^{1/3}$, it adds $\mu_x/3=-0.0103$ eV to $n\,d\mu/dn=2.176\,kT=0.0563$ eV. Since $L^2\propto n\,d\mu/dn$ at fixed $n$, $L$ falls to 0.545 nm. Correlation and the effect of temperature on exchange are left out. The latter is not negligible at $\eta=2.52$: the same first-order exchange evaluated with the 300 K occupation adds $-0.0137$ eV instead of $-0.0103$ eV and gives about 0.525 nm. So 0.545 nm shows only the rough size of the exchange effect.

These estimates change $L$ by 2% to about 13%, far above the mesh error, and the effects left out may change it further. The continuum picture itself is also strained. The mean donor spacing $n^{-1/3}$ is 2.15 nm, and a volume $L^3$ holds 0.02 donors on average, so $L$ describes a smeared background and not the field near one donor. Both mesh spacings are smaller than the distance between atomic planes, a quarter of the roughly 0.54 nm lattice constant, or about 0.14 nm. They resolve the model equations, not the crystal.

## Variation 1: a finite band bending

**Let the surface be held at $\phi_s=+0.05$ V. Within the local model, find the surface field with each kind of statistics.**

Measure $x$ in units of $L_D$ and set $u=e\phi/kT$. The full local equation is $u''=F_{1/2}(\eta+u)/F_{1/2}(\eta)-1$. Multiply by $u'$ and integrate from the bulk, where $u=u'=0$. The integration by parts used above also gives $dF_{3/2}/d\eta=F_{1/2}$, so

$$(u')^2=2\left[\frac{F_{3/2}(\eta+u)-F_{3/2}(\eta)}{F_{1/2}(\eta)}-u\right].$$

For Boltzmann statistics every $F_j$ becomes $e^\eta$, and the right side is $2(e^u-1-u)$. With $u_s=0.05/0.02585=1.934$, this gives $|u'|=2.82$. The field unit is $kT/(eL_D)=0.632$ MV/cm, so the Boltzmann field is 1.79 MV/cm. The Fermi–Dirac expression gives 0.885 MV/cm.

The ratio is 2.02. For a small potential the field is $\phi_s/L$ or $\phi_s/L_D$, and the ratio would be 1.475. In accumulation the Boltzmann error grows with bending because $e^u$ rises much faster than the degenerate density. If the local model held up to an oxide interface without interface charge, continuity of $\varepsilon$ times the field would put $0.885\times11.7/3.9=2.65$ MV/cm in an oxide of relative permittivity 3.9. Variation 2 shows why a hard oxide wall spoils this estimate.

The local model gives a surface density of $2.07\times10^{20}\ \mathrm{cm^{-3}}$ and a local screening length there of 0.512 nm. The spacing $L/10$ then provides 8.5 intervals per local length, and $L_D/10$ provides 12.5. Solving the nonlinear mesh equations by Newton's method, with the surface field taken to second order in $h$, gives errors relative to the integral above of 0.17% and 0.08%. Both meshes remain adequate.

## Variation 2: electrons as waves

**How far can the local length be trusted when the electrons obey the Schrödinger equation?**

Let the potential vary along a cube axis. For one valley, let $m$ be the mass along that axis and $m_s$ the geometric mean of the other two masses. Summing the occupation over spin and transverse motion gives, per unit area,

$$G(k)=\frac{m_skT}{\pi\hbar^2}\ln\left(1+e^{\eta-\hbar^2k^2/2mkT}\right).$$

Two valleys have $(m,m_s)=(m_l,m_t)$ and four have $(m_t,\sqrt{m_lm_t})$.

Apply a weak potential energy $w\cos qx$. First-order perturbation theory changes $|\psi_k|^2$ from 1 to $1+w\cos qx\sum_\pm1/(E_k-E_{k\pm q})$, where $E_k=\hbar^2k^2/2m$. Except at $k=\pm q/2$, where the coupled states are degenerate, the energies shift only at second order. Weight this by $G(k)$, integrate over $k$, and shift $k$ by $\mp q/2$ in the two terms. Both poles then lie at $k=0$ and cancel in the sum. The density change is $-\chi(q)\,w\cos qx$, with

$$\chi(q)=\sum_{\rm valleys}\int\frac{dk}{2\pi}\,\frac{G(k-q/2)-G(k+q/2)}{\hbar^2kq/m}.$$

As $q\to0$, the fraction tends to $-dG/dE_k=dG/d\mu$, and $\chi\to dn/d\mu$. The local result is the long-wavelength limit. Numerical integration at $q=1/L$ gives only 0.446 of that limit.

In Poisson's equation the electrons add $e^2\chi(q)$ to the dielectric term $\varepsilon q^2$. For a local response the two are equal at $1/q=L=0.603$ nm. With the full $\chi(q)$ they are equal at $1/q=0.774$ nm. This is a crossover scale, not an exponential decay length, but it shows that wave effects are not small here: they raise this scale by a factor of 1.28, while the statistical correction raises the local screening length by a factor of 1.475.

A hard oxide wall has a larger effect. It turns each wave into a standing wave with density factor $2\sin^2kx=1-\cos2kx$. The missing electrons per unit area in one valley are

$$\int_0^\infty dx\int\frac{dk}{2\pi}\,G(k)\cos2kx=\frac{G(0)}{4},$$

because extending $x$ to the whole line doubles the result, and Fourier inversion in the variable $2x$ then gives $G(0)/2$. Summed over valleys and divided by $n$, this is an emptied width of 1.44 nm in a flat potential, before the charge rearranges. It exceeds $L$, so neither the surface density nor the surface field of Variation 1 can be trusted at a hard wall. The emptied layer leaves positive donor charge beside the wall, which reverses the sign of the field at small bending: a self-consistent solution with an infinite wall and no exchange gives about $-0.67$ MV/cm at $\phi_s=+0.05$ V, and the field vanishes only near $\phi_s=+0.13$ V. The Schrödinger equation must supply the density there, and either mesh is fine enough to solve it.
